# Exact Rotational Diffusion Steps from the SO(3) Heat Kernel

## Result

Let $\omega\in[0,\pi]$ be the angle of a rotation and $t=D\tau$ the dimensionless time of isotropic rotational diffusion, with diffusion constant $D$ and elapsed time $\tau$. The generator is $\Delta=-\mathbf J^2$, with $\hbar=1$. The probability density of the accumulated rotation, relative to normalized Haar measure, is

$$K_t(\omega)=\sum_{l=0}^{\infty}(2l+1)e^{-l(l+1)t}\chi_l(\omega),\qquad \chi_l(\omega)=\frac{\sin[(l+\frac12)\omega]}{\sin(\omega/2)}, \tag{1}$$

and for every $t>0$ it equals

$$K_t(\omega)=\frac{\sqrt\pi\,e^{t/4}}{2t^{3/2}}\frac{S(\omega)}{\sin(\omega/2)},\quad S(\omega)=\sum_{n\in\mathbb Z}(-1)^n g(\omega+2\pi n),\quad g(x)=x\,e^{-x^2/4t}. \tag{2}$$

For $t\le\pi^2/6$, a Gaussian rotation vector followed by two rejection tests has exactly this law, and a proposal is accepted with probability $e^{-t/4}$. For longer steps, uniform rotations are thinned by (1). "Exact" means that there is no time-step error and no series-truncation error, given ideal random numbers and real arithmetic.

## Measure, characters and generator

A rotation by $\omega$ about the unit vector $\mathbf n$ is the unit quaternion $(\cos\frac\omega2,\mathbf n\sin\frac\omega2)$, up to overall sign. Multiplication by a unit quaternion is an orthogonal map of four-dimensional space, so the surface measure of the unit sphere is invariant and gives the Haar measure. With polar angle $\omega/2$ that measure is proportional to $\sin^2(\omega/2)\,d\omega\,d\mathbf n$. Since $\int_0^\pi\sin^2(\omega/2)\,d\omega=\pi/2$, the angle density is

$$p_t(\omega)=\frac2\pi\sin^2(\omega/2)\,K_t(\omega), \tag{3}$$

with $\mathbf n$ uniform on the sphere.

The character is the trace $\chi_l=\sum_{m=-l}^{l}e^{-im\omega}$. Multiplying it by $e^{i\omega/2}-e^{-i\omega/2}=2i\sin(\omega/2)$ makes the sum telescope to $2i\sin[(l+\frac12)\omega]$, which gives the form in (1).

The initial delta function and $\Delta$ are both unchanged by conjugation, so the kernel depends on $\omega$ alone. Angular momentum generates rotation at unit rate, so $\omega$ is the radial distance, and the shell at $\omega$ has area proportional to $s^2$, where $s=\sin(\omega/2)$. The divergence of the gradient is therefore

$$\Delta f=\frac1{s^2}\partial_\omega\left(s^2\partial_\omega f\right).$$

Put $f=u/s$ and $c=\cos(\omega/2)$. Then $s^2f'=su'-\frac c2u$, and

$$\partial_\omega(s^2f')=su''+\tfrac c2u'-\tfrac c2u'+\tfrac s4u=s\left(u''+\tfrac14u\right),\qquad \Delta f=\frac{u''+u/4}{s}.$$

For $u=\sin[(l+\frac12)\omega]$ the eigenvalue is $-(l+\frac12)^2+\frac14=-l(l+1)$.

Regularity at the identity requires $u(0)=0$. Rotations by $\omega$ about $\mathbf n$ and by $2\pi-\omega$ about $-\mathbf n$ coincide, so $u$ is symmetric about $\pi$ and $u'(\pi)=0$. The functions $\sin[(l+\frac12)\omega]$ are the complete set for these boundary conditions. They obey $\frac2\pi\int_0^\pi\sin[(l+\frac12)\omega]\sin[(l'+\frac12)\omega]\,d\omega=\delta_{ll'}$, so the characters are orthonormal under Haar measure. The coefficient of a delta function at the identity is $\chi_l(0)=2l+1$. This proves (1).

## Poisson resummation

Write $u=K_t\sin(\omega/2)$ and use $l(l+1)=(l+\frac12)^2-\frac14$:

$$u=e^{t/4}\sum_{l\ge0}2\left(l+\tfrac12\right)e^{-(l+1/2)^2t}\sin[(l+\tfrac12)\omega].$$

Under $l\to-l-1$, both $l+\frac12$ and the sine change sign, so each term is even. The factor 2 is thus absorbed by summing over all integers:

$$u=-e^{t/4}\partial_\omega F,\qquad F(\omega)=\sum_{l\in\mathbb Z}e^{-(l+1/2)^2t+i(l+1/2)\omega}. \tag{4}$$

The imaginary parts in $F$ cancel in pairs.

Now define $G(\omega)=\sum_n(-1)^ne^{-(\omega+2\pi n)^2/4t}$. It changes sign under $\omega\to\omega+2\pi$, so $e^{-i\omega/2}G$ is periodic and smooth, and $G=\sum_la_le^{i(l+1/2)\omega}$. In the integral for $a_l$, set $x=\omega+2\pi n$. The exponential supplies $e^{i(2l+1)\pi n}=(-1)^n$, which cancels the sign in $G$, and the intervals join to cover the line:

$$a_l=\frac1{2\pi}\int_{-\infty}^{\infty}e^{-i(l+1/2)x-x^2/4t}dx=\frac{\sqrt{4\pi t}}{2\pi}e^{-(l+1/2)^2t}=\sqrt{\frac t\pi}\,e^{-(l+1/2)^2t}.$$

Hence $F=\sqrt{\pi/t}\,G$. Since $-\partial_xe^{-x^2/4t}=g(x)/2t$, equation (4) becomes $u=e^{t/4}\sqrt\pi\,S/(2t^{3/2})$, which is (2).

Because $(-1)^n/\sin(\omega/2)=1/\sin(\omega/2+\pi n)$, each term of (2) is proportional to $e^{-x^2/4t}\,x/\sin(x/2)$ at $x=\omega+2\pi n$. The terms belong to the different winding angles about one axis that end at the same rotation.

## Short-time limits

**At the identity.** As $\omega\to0$, $u/\sin(\omega/2)\to2u'(0)$. With $g'(x)=(1-x^2/2t)e^{-x^2/4t}$,

$$K_t(0)=\frac{\sqrt\pi\,e^{t/4}}{t^{3/2}}\sum_n(-1)^n\left(1-\frac{2\pi^2n^2}{t}\right)e^{-\pi^2n^2/t}.$$

From (1) the same quantity is $\sum_l(2l+1)^2e^{-l(l+1)t}$. This is the partition function of a rigid spherical top with energies $Bl(l+1)$ at inverse temperature $\beta$, without nuclear-spin restrictions, if $t=\beta B$. The factor $\sqrt\pi\,t^{-3/2}$ is its high-temperature limit.

**At a half turn.** For $\omega=\pi$ the terms $n=0$ and $n=-1$ are both $g(\pi)$. Keeping $n=0$ alone misses a factor that tends to 2 as $t\to0$. Away from $\pi$, the $n=-1$ term relative to $n=0$ is

$$\frac{2\pi-\omega}{\omega}e^{-\pi(\pi-\omega)/t}.$$

At $t=0.25$ and $\omega=2.5$ rad this is $1.513\,e^{-8.06}\approx4.8\times10^{-4}$, and the computed ratio of $K_t$ to its $n=0$ term is 1.000477. At $\omega=\pi$ the ratio is 2.000000. The ratio above measures the correction only while $n=+1$ is negligible. As $\omega\to0$ the terms $n=\pm1$ nearly cancel, and their combined relative size tends to $2(2\pi^2/t-1)e^{-\pi^2/t}$, which is 0.2% at $t=1$ and 3.4% at $t=1.5$. For small $t$ the single-Gaussian form is accurate when $\pi-\omega\gg t/\pi$; small $t$ alone is not sufficient.

**Mean square angle.** Up to exponentially small terms, $p_t$ is $e^{t/4}\sin(x/2)/(x/2)$ times the length density of a three-dimensional Gaussian vector with variance $2t$ per component. That vector has $\langle x^2\rangle=6t$ and $\langle x^4\rangle=15(2t)^2=60t^2$. With $\sin(x/2)/(x/2)=1-x^2/24+\dots$,

$$\langle\omega^2\rangle=\left(1+\tfrac t4\right)\left(6t-\tfrac{60t^2}{24}\right)+O(t^3)=6t-t^2+O(t^3).$$

At $t=0.01$ this gives $0.0599\ \mathrm{rad}^2$, as does quadrature.

## Bounds that settle a rejection test

Equation (2) has terms of both signs, so it is not directly a mixture of probability densities. Since $g$ is odd, the terms $n=\pm k$ combine to

$$S=g(\omega)+D_1-D_2+D_3-\cdots,\qquad D_k=g(2\pi k-\omega)-g(2\pi k+\omega). \tag{5}$$

Also $D_k=\int_{-\omega}^{\omega}[-g'(2\pi k+y)]\,dy$. The integrand is positive for arguments above $\sqrt{2t}$. From

$$g''(x)=\frac x{2t}\left(\frac{x^2}{2t}-3\right)e^{-x^2/4t},$$

$-g'$ decreases above $\sqrt{6t}$. Every argument is at least $\pi$, so for $t\le\pi^2/6$ the $D_k$ are nonnegative, decrease with $k$ and tend to zero. The partial sums of (5) therefore bracket $S$, and

$$0\le g(\omega)\le S\le g(\omega)+D_1\le P_0,\qquad P_0=g(\omega)+g(2\pi-\omega). \tag{6}$$

The condition on $t$ is sufficient; nothing here shows that the bounds fail immediately above it.

## Short-step sampler

    SHORT(t), 0 < t <= pi^2/6:
      repeat
        v = sqrt(2t) * (three standard normals);  x = |v|
        if x >= 2 pi: continue
        if uniform() >= sin(x/2)/(x/2): continue
        w = min(x, 2 pi - x)
        h = uniform() * (g(w) + g(2 pi - w))
        A = g(w);  if h < A: return rotation(v)
        for k = 1, 2, ...
          if k odd:  A = A + D_k;  if h >= A: reject, redraw v
          if k even: A = A - D_k;  if h <  A: return rotation(v)

Here `rotation(v)` is the quaternion $(\cos\frac x2,\frac{\mathbf v}{x}\sin\frac x2)$. If $x>\pi$ it already represents the folded angle $2\pi-x$ about the reversed axis, so the vector needs no change.

To prove the law, start from the length density $x\,g(x)/(2\sqrt\pi\,t^{3/2})$. The first test multiplies it by $2\sin(x/2)/x$, leaving $\sin(x/2)\,g(x)/(\sqrt\pi\,t^{3/2})$. Both $x=\omega$ and $x=2\pi-\omega$ contribute to the folded angle, with the same sine, so their sum is $\sin(\omega/2)P_0/(\sqrt\pi\,t^{3/2})$. The last test multiplies by $S/P_0$:

$$\frac{\sin(\omega/2)\,S(\omega)}{\sqrt\pi\,t^{3/2}}=e^{-t/4}p_t(\omega), \tag{7}$$

where the equality follows from (2) and (3). Integration gives the acceptance probability $e^{-t/4}$. The Gaussian is isotropic and folding at most reverses the axis, so the axis stays uniform and independent of $\omega$.

## Long-step sampler

For $t\ge1.5$ let $b_l=(2l+1)^2e^{-l(l+1)t}$. The ratio

$$r_l=\frac{b_{l+1}}{b_l}=\left(\frac{2l+3}{2l+1}\right)^2e^{-2(l+1)t}$$

decreases with $l$, so a geometric series bounds the tail beyond $L$ by $T_L=b_{L+1}/(1-r_{L+1})$. Since $|\chi_l|\le2l+1$, we have $K_t\le M=1+T_0$ and $K_t\ge2-M$. At $t=1.5$, $M\approx1.451$, and $M$ falls as $t$ grows, so the kernel is positive throughout this range.

    LONG(t), t >= 1.5:
      repeat
        q = normalized vector of four standard normals
        w = 2 atan2(|vector part|, |scalar part|)
        h = uniform() * M;  A = 1;  L = 0
        loop
          if h <  A - T_L: return q
          if h >= A + T_L: reject, redraw q
          L = L + 1;  A = A + (2L+1) exp(-L(L+1)t) chi_L(w)

The proposal is Haar distributed and $K_t$ has mean 1, so the acceptance is $1/M$, which tends to 1 at long times.

## Composition of steps

Because $K_t$ is a class function, the mean representation matrix $\langle D^l\rangle$ commutes with every rotation matrix of rank $l$. By Schur's lemma it is a multiple of the identity. Its trace is $\int K_t\chi_l=(2l+1)e^{-l(l+1)t}$, hence

$$\langle D^l\rangle=e^{-l(l+1)t}\,\mathbf 1.$$

Means of independent factors multiply, so steps $t_1$ and $t_2$ compose to the law at $t_1+t_2$. An increment $Q$ may multiply the current orientation $R$ from the left or from the right: $QR=R(R^{-1}QR)$, and conjugation leaves the law of $Q$ unchanged.

Without the two tests, a Gaussian vector gives a different law. Averaging a plane wave over directions gives $\langle\sin(kx)/(kx)\rangle=e^{-k^2t}$. Multiplying by $k$ and differentiating at $k=1$ gives $\langle\cos x\rangle=(1-2t)e^{-t}$. One third of the mean trace $1+2\cos x$ is then

$$c_G=\frac{1+2(1-2t)e^{-t}}3=1-2t+\tfrac53t^2+O(t^3),$$

against the exact $e^{-2t}=1-2t+2t^2+O(t^3)$. The rank-1 decay rate is $-\ln c_G/t=2+t/3+O(t^2)$ instead of 2. At fixed total time the error is of first order in the step.

## Worked example

Take four steps of $t=0.25$, so the total time is 1. The exact rank-1 correlation is $e^{-2}=0.1353$. For uncorrected Gaussian steps,

$$c_G=\frac{1+2(0.5)(0.7788)}3=0.5929,\qquad c_G^4=0.1236,$$

which is 8.7% below the exact correlation. The decay rate is 2.091, close to the leading estimate $2+0.25/3=2.083$.

With 150,000 chains, the exact sampler gives $0.1351\pm0.0010$ and the Gaussian steps give $0.1250\pm0.0010$, with one standard error quoted. The first agrees with the kernel; the second lies more than ten standard errors below it. The Kolmogorov–Smirnov distance, the largest difference between sampled and target cumulative angle distributions, is 0.0015 for the exact chain and 0.0134 for the Gaussian one. The corresponding p-values are 0.87 and about $10^{-23}$.

## Cost and choice of branch

The acceptances $e^{-t/4}$ and $1/M$ are equal at $t=1.497$, where both are 0.688. Switching at $t=1.5$ lies within the proven range of the short sampler, since $\pi^2/6=1.645$. The acceptance is then at least 0.687 for every step length, and the mean number of proposals is at most $1/0.687\approx1.46$.

Among candidates that pass the sine test, the first bound settles more than 99.9% at $t=0.25$ and about 77% at $t=1.5$. The conditional probability of settling there is $g(\omega)/P_0$. As $\omega$ approaches $\pi$ it falls to $1/2$, and longer steps put more candidates near that angle. It also vanishes as $\omega\to0$, but for these steps only in a very narrow range of angles that few candidates reach.

When the kernel itself is needed to tolerance $\epsilon$, the exponents, including the prefactor $e^{t/4}$ of (2), show that (1) needs of order $1+\sqrt{\ln(1/\epsilon)/t}$ terms and (2) of order $1+\sqrt{t[\ln(1/\epsilon)+t/4]}/\pi$, apart from logarithmic corrections due to the algebraic prefactors.

## Stability and failure modes

**Cancellation at short times.** At $t=0.01$, $\omega=2$ rad, the kernel is $7.855\times10^{-41}$. In double precision, (2) reproduces it, while (1) returns $-1.6\times10^{-15}$. The largest terms of (1) are of order 10, and the sum must cancel to 40 decimal places, so rounding error remains. This ruins logarithms and ratios of $K_t$, although the absolute error is small.

**Cancellation at long times.** In (2) the prefactor grows as $e^{t/4}t^{-3/2}$ while $K_t\to1$, so the images must cancel. Use (1) there.

**Underflow.** At very short times $g(2\pi-\omega)$ and the $D_k$ can underflow to zero in the second test. This is harmless, because they are then negligible beside $g(\omega)$. The latter is safe: $\omega\le x$, and $x^2/4t$ is of order one for a Gaussian proposal at any $t$. Multiplying every $g(y)$ by $e^{\omega^2/4t}$ turns $g(\omega)$ into $\omega$ and saves one exponential; the common factor leaves each comparison unchanged.

**Missing cutoff.** The function $\sin(x/2)/(x/2)$ becomes positive again beyond $4\pi$. The explicit rejection of $x\ge2\pi$ is therefore needed for exactness. The effect of omitting it is tiny: the spurious acceptance probability per proposal is about $4\times10^{-12}$ at $t=\pi^2/6$ and smaller for shorter steps.

**Wrong model.** Unequal diffusion constants about the body axes, or an external torque, make the propagator depend on more than $\omega$, and this sampler alone does not apply. A symmetric top with $D_\parallel\ge D_\perp$ is a repairable case: $\mathbf J^2$ commutes with the component along the body symmetry axis, so an isotropic step with $t=D_\perp\tau$, composed with a Gaussian rotation of variance $2(D_\parallel-D_\perp)\tau$ about that axis, is exact. If the generator is written as $-\frac12D'\mathbf J^2$, then $t=D'\tau/2$.

The numerical output below includes the comparison of both series, the acceptance integrals and the sampling statistics.

## Calculated quantities

```
largest relative gap, character vs image series: 8.4e-73
K_t(0) at t=0.05: 160.527193 (dimensionless)
K_t(0) at t=0.25: 15.094138 (dimensionless)
K_t(0) at t=1.5: 1.451170 (dimensionless)
mean square angle at t=0.01: 0.0599000 rad^2; 6t = 0.0600
t=0.25, w=0.5000 rad: K=11.87867694, K/(n=0 term)=1.00000000
t=0.25, w=1.5000 rad: K=1.75046218, K/(n=0 term)=1.00000000
t=0.25, w=2.5000 rad: K=0.03839951, K/(n=0 term)=1.00047689
t=0.25, w=3.1416 rad: K=0.00245269, K/(n=0 term)=2.00000000
t=0.01, w=2 rad: K in 200-digit arithmetic: 7.85549103e-41
  double precision, image series: 7.85549103e-41
  double precision, character series: -1.552e-15
upper time limit of the bounds, pi^2/6: 1.644934
short-time acceptance by quadrature, t=0.25: 0.93941306
short-time acceptance by quadrature, t=1.0: 0.77880078
short-time acceptance by quadrature, t=1.5: 0.68728928
short sampler t=0.25: accepted 0.93883, KS distance 0.00208
  settled by first bound: 0.999840; rank-2 mean 0.22228 +- 0.00108, exact 0.22313
short sampler t=1.5: accepted 0.68595, KS distance 0.00180
  settled by first bound: 0.772935; rank-2 mean -0.00150 +- 0.00121, exact 0.00012
long sampler t=1.6: accepted 0.73000, predicted 0.73069, KS distance 0.00226
equal acceptance at t=1.497033, value 0.687799
chain: 4 steps of t=0.25, total t=1.0, 150000 chains
one-step rank-1 factor: exact 0.606531, Gaussian 0.592934
rank-1 decay rate per unit t: exact 2, Gaussian 2.090691
exact steps, rank-1 mean: 0.13510 +- 0.00097; theory 0.13534
Gaussian steps, rank-1 mean: 0.12502 +- 0.00096; theory 0.12360
KS distance to K at total t: exact 0.00154, Gaussian 0.01335
KS p-value: exact 0.868, Gaussian 1.2e-23
```
